# Residual resistivity of a monovalent metal at the s-wave unitarity limit: verification in Python

```python
# Result under test: a dilute monovalent metal whose impurities scatter only
# s waves, with phase shift pi/2 for both spins, has residual resistivity
#     rho = 4 pi hbar c / (e^2 k_F)        (SI units)
# c: impurities per atom; k_F: Fermi wave number; e: elementary charge.
# Square wells of radius R serve as test scatterers. "inner" is the wave
# number inside the well times R; "k_r" is the outside wave number times R.
# A "reduced" transport cross section is k^2 sigma_tr / (4 pi).
import numpy as np
from scipy.constants import hbar, e, m_e, pi
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre

L_MAX = 6
ELL = np.arange(L_MAX + 1)


def well_phase_shifts(k_r, inner):
    """Phase shifts from matching the radial wave at the well surface."""
    slope = (inner * spherical_jn(ELL, inner, derivative=True)
             / spherical_jn(ELL, inner))
    top = (k_r * spherical_jn(ELL, k_r, derivative=True)
           - slope * spherical_jn(ELL, k_r))
    bottom = (k_r * spherical_yn(ELL, k_r, derivative=True)
              - slope * spherical_yn(ELL, k_r))
    return np.arctan(top / bottom)


def unitarity_depth(k_r):
    """Inner phase of the shallowest well with s-wave shift pi/2."""
    return brentq(lambda x: x / np.tan(x) + k_r * np.tan(k_r),
                  pi / 2, pi - 0.01, xtol=1e-14)


def reduced_amplitude(shifts, cosine):
    """k times the scattering amplitude."""
    total = np.zeros_like(cosine, dtype=complex)
    for l, d in enumerate(shifts):
        total += ((2 * l + 1) * np.exp(1j * d) * np.sin(d)
                  * eval_legendre(l, cosine))
    return total


def reduced_by_angles(shifts):
    """Reduced transport cross section by angular quadrature."""
    mu, w = np.polynomial.legendre.leggauss(40)
    return 0.5 * np.sum(w * abs(reduced_amplitude(shifts, mu))**2 * (1 - mu))


def reduced_by_sum(shifts):
    """Reduced transport cross section from the phase-shift sum."""
    d = np.append(shifts, 0.0)
    return np.sum(np.arange(1, len(d)) * np.sin(d[:-1] - d[1:])**2)


def reduced_by_force(k_r, inner):
    """Reduced transport cross section from the mean force on the well."""
    mu, w = np.polynomial.legendre.leggauss(40)
    d = well_phase_shifts(k_r, inner)
    radial = (np.cos(d) * spherical_jn(ELL, k_r)
              - np.sin(d) * spherical_yn(ELL, k_r))
    coeff = (2 * ELL + 1) * 1j**ELL * np.exp(1j * d) * radial
    wave = sum(coeff[l] * eval_legendre(l, mu) for l in ELL)
    return (inner**2 - k_r**2) / 4 * np.sum(w * mu * abs(wave)**2)


def boltzmann_resistivity(shifts, k_fermi, n_imp, mass):
    """Solve the collision operator on a grid of directions."""
    mu, w_mu = np.polynomial.legendre.leggauss(14)
    phi = 2 * pi * np.arange(28) / 28
    m_grid, p_grid = np.meshgrid(mu, phi, indexing="ij")
    s_grid = np.sqrt(1 - m_grid**2)
    unit = np.stack([s_grid * np.cos(p_grid), s_grid * np.sin(p_grid),
                     m_grid], axis=-1).reshape(-1, 3)
    weight = np.repeat(w_mu, 28) * 2 * pi / 28
    cosine = np.clip(unit @ unit.T, -1, 1)
    speed = hbar * k_fermi / mass
    rate = (n_imp * speed * abs(reduced_amplitude(shifts, cosine))**2
            / k_fermi**2 * weight[None, :])
    collision = np.diag(rate.sum(axis=1)) - rate
    v_z = speed * unit[:, 2]
    path = np.linalg.lstsq(collision, v_z, rcond=1e-10)[0]
    states = mass * k_fermi / (pi**2 * hbar**2)  # both spins, per J per m^3
    sigma = e**2 * states * np.sum(weight * v_z * path) / (4 * pi)
    return 1 / sigma


# Electron density: count plane waves inside a sphere, two spins each
radius = 40.3
axis = np.arange(-41, 42)
sq = axis**2
inside = (sq[:, None, None] + sq[None, :, None] + sq[None, None, :]
          < radius**2)
counted = 2 * int(inside.sum())
predicted = (2 * pi * radius)**3 / (3 * pi**2)
# tolerance: surface fluctuation of a finite count
assert abs(counted / predicted - 1) < 3e-3

# Copper as a monovalent free-electron metal
lattice = 3.61e-10
conc = 0.01
density = 4 / lattice**3
k_f = (3 * pi**2 * density)**(1 / 3)
n_imp = conc * density
v_f = hbar * k_f / m_e
sigma_tr = 4 * pi / k_f**2
mean_path = 1 / (n_imp * sigma_tr)
tau = mean_path / v_f
r_s = (3 / (4 * pi * density))**(1 / 3)
disc = pi * r_s**2
rho = 4 * pi * hbar * conc / (e**2 * k_f)
assert abs(k_f * mean_path / (3 * pi / (4 * conc)) - 1) < 1e-12
assert abs(rho * 1e8 - 3.8) < 0.05

# Full Boltzmann solution for the pure s wave, two masses
s_only = np.array([pi / 2])
rho_free = boltzmann_resistivity(s_only, k_f, n_imp, m_e)
rho_heavy = boltzmann_resistivity(s_only, k_f, n_imp, 1.5 * m_e)
assert abs(rho_free / rho - 1) < 1e-8
assert abs(rho_heavy / rho - 1) < 1e-8

print(f"fcc lattice constant of copper (input): {lattice*1e10:.2f} angstrom")
print(f"impurity fraction (input): {conc*100:.1f} atomic percent")
print(f"electron density n: {density:.4e} m^-3")
print(f"impurity density n_i: {n_imp:.4e} m^-3")
print(f"Fermi wave number k_F: {k_f*1e-10:.4f} angstrom^-1")
print(f"hbar/e^2: {hbar/e**2:.2f} ohm")
print(f"Fermi velocity, free-electron mass: {v_f:.4e} m/s")
print(f"unitary cross section 4 pi/k_F^2: {sigma_tr*1e20:.3f} angstrom^2")
print(f"radius r_s of one-electron sphere: {r_s*1e10:.3f} angstrom")
print(f"disc area pi r_s^2: {disc*1e20:.3f} angstrom^2")
print(f"cross section / disc area: {sigma_tr/disc:.3f}")
print(f"mean free path: {mean_path*1e10:.1f} angstrom")
print(f"k_F times mean free path: {k_f*mean_path:.1f}")
print(f"scattering time, free-electron mass: {tau:.3e} s")
print(f"resistivity, formula: {rho:.4e} ohm m")
print(f"resistivity, formula: {rho*1e8:.3f} micro-ohm cm")
print(f"resistivity, Boltzmann solve, mass m_e: "
      f"{rho_free*1e8:.3f} micro-ohm cm")
print(f"resistivity, Boltzmann solve, mass 1.5 m_e: "
      f"{rho_heavy*1e8:.3f} micro-ohm cm")
print(f"plane waves counted / predicted: {counted} / {predicted:.0f}")

# Square wells tuned to s-wave unitarity
for k_r in (0.3, 1.0):
    depth = unitarity_depth(k_r)
    shifts = well_phase_shifts(k_r, depth)
    by_force = reduced_by_force(k_r, depth)
    by_sum = reduced_by_sum(shifts)
    by_angles = reduced_by_angles(shifts)
    total = np.sum((2 * ELL + 1) * np.sin(shifts)**2)
    solved = boltzmann_resistivity(shifts, k_f, n_imp, m_e) / rho
    assert abs(abs(shifts[0]) - pi / 2) < 1e-8
    assert abs(by_force - by_sum) < 1e-7
    assert abs(by_angles - by_sum) < 1e-9
    assert abs(solved - by_sum) < 1e-7
    print(f"well k_F R = {k_r:.1f}: inner phase K R = {depth:.4f} rad")
    print(f"  p-wave phase shift: {shifts[1]:.5f} rad")
    print(f"  k^2 sigma_tr/(4 pi) from force: {by_force:.6f}")
    print(f"  k^2 sigma_tr/(4 pi) from phase shifts: {by_sum:.6f}")
    print(f"  k^2 sigma_total/(4 pi): {total:.6f}")
    print(f"  Boltzmann resistivity / s-wave formula: {solved:.6f}")
    if k_r == 0.3:
        assert abs(by_force - 1) < 1e-4

# Deepening a small well: the force-derived cross section peaks at unitarity
scan = np.arange(0.4, 2.5, 0.001)
values = np.array([reduced_by_force(0.3, x) for x in scan])
best = int(np.argmax(values))
# tolerance: scan step plus the small p-wave shift of the peak
assert abs(scan[best] - unitarity_depth(0.3)) < 0.002
assert abs(values[best] - 1) < 1e-3
print(f"depth scan, k_F R = 0.3: peak at K R = {scan[best]:.3f} rad")
print(f"  peak k^2 sigma_tr/(4 pi): {values[best]:.4f}")

# Higher partial waves can exceed the s-wave value
for l in range(3):
    single = np.zeros(l + 1)
    single[l] = pi / 2
    factor = reduced_by_angles(single)
    assert abs(factor - (2 * l + 1)) < 1e-10
    print(f"resonance in l = {l} alone: {factor:.3f} times s-wave value, "
          f"{factor*rho*1e8:.2f} micro-ohm cm")
for p_shift in (-0.7, 0.2, 0.5, 1.3):
    mixed = reduced_by_angles(np.array([pi / 2, p_shift]))
    assert abs(mixed - 1 - np.sin(p_shift)**2) < 1e-10
example = reduced_by_angles(np.array([pi / 2, 0.5]))
print(f"s shift pi/2 with p shift 0.5 rad: {example:.4f} times s-wave value")

print("all tests passed")
```

It prints:

```
fcc lattice constant of copper (input): 3.61 angstrom
impurity fraction (input): 1.0 atomic percent
electron density n: 8.5023e+28 m^-3
impurity density n_i: 8.5023e+26 m^-3
Fermi wave number k_F: 1.3604 angstrom^-1
hbar/e^2: 4108.24 ohm
Fermi velocity, free-electron mass: 1.5749e+06 m/s
unitary cross section 4 pi/k_F^2: 6.791 angstrom^2
radius r_s of one-electron sphere: 1.411 angstrom
disc area pi r_s^2: 6.253 angstrom^2
cross section / disc area: 1.086
mean free path: 173.2 angstrom
k_F times mean free path: 235.6
scattering time, free-electron mass: 1.100e-14 s
resistivity, formula: 3.7950e-08 ohm m
resistivity, formula: 3.795 micro-ohm cm
resistivity, Boltzmann solve, mass m_e: 3.795 micro-ohm cm
resistivity, Boltzmann solve, mass 1.5 m_e: 3.795 micro-ohm cm
plane waves counted / predicted: 547954 / 548320
well k_F R = 0.3: inner phase K R = 1.6277 rad
  p-wave phase shift: 0.00203 rad
  k^2 sigma_tr/(4 pi) from force: 1.000004
  k^2 sigma_tr/(4 pi) from phase shifts: 1.000004
  k^2 sigma_total/(4 pi): 1.000012
  Boltzmann resistivity / s-wave formula: 1.000004
well k_F R = 1.0: inner phase K R = 2.1891 rad
  p-wave phase shift: 0.13442 rad
  k^2 sigma_tr/(4 pi) from force: 1.016581
  k^2 sigma_tr/(4 pi) from phase shifts: 1.016581
  k^2 sigma_total/(4 pi): 1.053918
  Boltzmann resistivity / s-wave formula: 1.016581
depth scan, k_F R = 0.3: peak at K R = 1.628 rad
  peak k^2 sigma_tr/(4 pi): 1.0000
resonance in l = 0 alone: 1.000 times s-wave value, 3.80 micro-ohm cm
resonance in l = 1 alone: 3.000 times s-wave value, 11.39 micro-ohm cm
resonance in l = 2 alone: 5.000 times s-wave value, 18.98 micro-ohm cm
s shift pi/2 with p shift 0.5 rad: 1.2298 times s-wave value
all tests passed
```
